# Fermi-Dirac occupations from free-energy minimization with density-dependent interactions, part 2

In a direct numerical minimization of the free energy of a two-site chain, $k_BT$ times the difference of $\ln[(1-f)/f]$ between two states equalled their eigenvalue difference, $0.7282$ eV, although their weights were $1/3$ and $1/6$. The task is to explain this; a program checks the results.

A crystal of $M$ cells has wave vectors $k$ with weights $w_k>0$, $\sum_kw_k=1$ ($k$ and $-k$ merged), and at each $k$ a complete orthonormal set of orbitals $u_{nk}$, $n=1,\dots,n_b$, with occupations $0\le f_{nk}\le1$ per spin orbital. With $g=2$ for spin, the electron number, density and energy per cell are

$$N = g\sum_k w_k\sum_n f_{nk}, \qquad n_a = g\sum_k w_k\sum_n f_{nk}\,|u_{nk}(a)|^2 , \tag{1}$$

$$E[f,u] = g\sum_k w_k\sum_n f_{nk}\,\langle u_{nk}|h_0(k)|u_{nk}\rangle + E_{\rm int}[n]. \tag{2}$$

Here $h_0$ holds kinetic energy and external potential, and the interaction defines

$$v_a = \frac{\partial E_{\rm int}}{\partial n_a}, \qquad H_{ab}(k) = h_{0,ab}(k) + v_a\,\delta_{ab}. \tag{3}$$

For configurations $c$ of spin orbitals with probabilities $p_c$ and occupations $f_i$, and the product distribution $q_c$ with the same occupations,

$$-\sum_c p_c\ln q_c = \sum_i s(f_i), \qquad s(f) = -f\ln f - (1-f)\ln(1-f). \tag{4}$$

The product has the greatest entropy, which per cell is

$$S = k_B\,g\sum_k w_k\sum_n s(f_{nk}). \tag{5}$$

$$s'(f) = -\ln f - 1 + \ln(1-f) + 1 = \ln\frac{1-f}{f}, \qquad s''(f) = -\frac1f - \frac1{1-f} = -\frac{1}{f(1-f)}. \tag{6}$$

$A=E-TS$ is minimized at $T>0$ and fixed average $N=N_0$; at the minimum all $f_{nk}$ lie strictly between 0 and 1. For frozen orbitals

$$\left.\frac{\partial E}{\partial f_{nk}}\right|_u = g w_k\langle u_{nk}|h_0|u_{nk}\rangle + \sum_a v_a\,g w_k|u_{nk}(a)|^2 = g w_k\,\langle u_{nk}|H(k)|u_{nk}\rangle , \tag{7}$$

and for $\delta u_n=\sum_mu_mX_{mn}$ at one $k$, with $X$ anti-Hermitian and $H_{nm}=\langle u_n|H|u_m\rangle$,

$$\delta E = 2 g w\sum_{n<m}(f_n - f_m)\,\mathrm{Re}\,(X_{mn}H_{nm}). \tag{8}$$

At the minimum the orbitals can be chosen as eigenvectors,

$$H(k)\,u_{nk} = \varepsilon_{nk}\,u_{nk}, \tag{10}$$

and Janak's theorem for the energy $\tilde E$ with relaxed orbitals reads

$$\frac{\partial\tilde E}{\partial f_{nk}} = g\,w_k\,\varepsilon_{nk}. \tag{11}$$

The band sum $E_b=g\sum_kw_k\sum_nf_{nk}\varepsilon_{nk}$ is not the energy:

$$E = E_b - \sum_av_an_a + E_{\rm int}. \tag{12}$$

The derivative of $E_b$ contains, besides $g w\varepsilon$, the shifts of all eigenvalues weighted with their occupations. Equations (11) and (12) together say that these shifts are cancelled by the derivative of the last two terms.

The variation of the occupations at fixed $N$ can now be completed. Label states by $i = (n,k)$. By (7), (10), (5) and (6),

$$\frac{\partial A}{\partial f_i} = g w_i\,\phi_i, \qquad \phi_i = \varepsilon_i - k_BT\ln\frac{1-f_i}{f_i}. \tag{13}$$

It makes no difference whether the orbitals are frozen or relaxed in this derivative, by (11). Move a small number $\delta\nu$ of electrons per cell from state $j$ to state $i$, so that $g w_i\,\delta f_i = \delta\nu$ and $g w_j\,\delta f_j = -\delta\nu$. This respects the constraint, and it is allowed with either sign of $\delta\nu$ because the occupations are interior. The first-order change is $\delta A = (\phi_i - \phi_j)\,\delta\nu$. At a minimum this must vanish, since otherwise one of the two signs would lower $A$. So $\phi_i$ has one common value for all states, and this value is called $\mu$. The method of Lagrange multipliers expresses the same thing: setting the derivative of $A - \mu(N - N_0)$ to zero, with $\partial N/\partial f_i = g w_i$, gives

$$g w_i\left\{\varepsilon_i - \mu - k_BT\ln\frac{1-f_i}{f_i}\right\} = 0. \tag{14}$$

The common value $\mu$ is thus the Lagrange multiplier of the number constraint. The factor $g w_i$ is positive and divides out. With $x_i = (\varepsilon_i - \mu)/k_BT$, equation (14) reads $\ln[(1-f_i)/f_i] = x_i$. Exponentiating gives $(1-f_i)/f_i = e^{x_i}$, that is $1/f_i = e^{x_i} + 1$, and

$$f_{nk} = \frac{1}{\exp[(\varepsilon_{nk} - \mu)/k_BT] + 1}. \tag{15}$$

This is the Fermi-Dirac distribution. Subtracting (14) for two states removes $\mu$ and gives $\varepsilon_i - \varepsilon_j = k_BT\{\ln[(1-f_i)/f_i] - \ln[(1-f_j)/f_j]\}$, which is the equality of the two values $0.7282$ eV found at the start. The eigenvalues appear because they are the slopes of the energy, whatever its value. The weights disappear because $E$, $S$ and $N$ all carry them. Had the weight been left out of $S$ alone, (14) would read $g w_i(\varepsilon_i - \mu) = g k_BT\ln[(1-f_i)/f_i]$, a Fermi function with the temperature $T/w_i$, and the result would depend on how the grid points were merged. The dependence of $\varepsilon$ on $f$ causes no extra term, but it makes (15) an implicit equation: (1), (3), (10) and (15) must hold together. The merging of $k$ and $-k$ is also justified now. Time reversal gives $H(-k) = H(k)^*$, so the two points have equal eigenvalues, orbitals that are complex conjugates with equal $|u(a)|^2$, and by (15) equal occupations.

For given eigenvalues the constraint fixes $\mu$ uniquely. From $f = 1/(e^x+1)$ follows $df/dx = -e^x/(e^x+1)^2 = -f(1-f)$, because $1 - f = e^x/(e^x+1)$. With $\partial x/\partial\mu = -1/k_BT$,

$$\left.\frac{\partial N}{\partial\mu}\right|_\varepsilon = \frac{g}{k_BT}\sum_iw_if_i(1-f_i) > 0. \tag{16}$$

So $N$ rises strictly from $0$ at $\mu \to -\infty$ to $g\,n_b$ at $\mu \to +\infty$ and passes $N_0$ once.

The multiplier has a thermodynamic meaning. Let $A^*(N,T)$ be the value of $A$ at the solution, and assume that the solution moves smoothly with $N$ and $T$. A change of $N$ changes the occupations and the orbitals. The orbital change contributes nothing at first order, by (8) and (10). The occupations contribute through (13) with $\phi_i = \mu$:

$$\left(\frac{\partial A^*}{\partial N}\right)_T = \sum_ig w_i\,\mu\,\frac{\partial f_i}{\partial N} = \mu\,\frac{\partial}{\partial N}\sum_ig w_if_i = \mu. \tag{17}$$

The multiplier is the chemical potential. For a change of $T$ at fixed $N$ the same sum is $\mu\,\partial N/\partial T = 0$, and only the explicit factor $T$ in $E - TS$ is left:

$$\left(\frac{\partial A^*}{\partial T}\right)_N = -S. \tag{18}$$

If $E_{\rm int}$ depends on temperature, as the exchange-correlation free energy of Mermin's finite-temperature functional does, the term $\partial E_{\rm int}/\partial T$ at fixed density is added to the right side of (18), and (5) is then only the entropy of the independent-particle ensemble; the steps from (7) to (17) are unchanged. The same reasoning applies to any parameter $\lambda$ in $h_0$, such as a nuclear position: $dA^*/d\lambda$ at fixed $N$ and $T$ equals the explicit derivative $g\sum_iw_if_i\langle u_i|\partial h_0/\partial\lambda|u_i\rangle$, for a basis that does not move with $\lambda$. Forces computed from this Hellmann-Feynman expression with Fermi-Dirac occupations are therefore derivatives of $A$. They are in general not derivatives of $E$, which by (11) changes at first order by $g\sum_iw_i\varepsilon_i\,\delta f_i$ when the occupations shift, and this sum need not vanish at fixed $N$ because the $\varepsilon_i$ differ. In the same way

$$\left(\frac{\partial E}{\partial N}\right)_T = \sum_ig w_i\,\varepsilon_i\frac{\partial f_i}{\partial N} = \mu + T\left(\frac{\partial S}{\partial N}\right)_T , \tag{19}$$

where the first form is Janak's theorem and the second follows from $E = A^* + TS$ and (17). The coefficients $g w_i\,\partial f_i/\partial N$ add up to one, so $\partial E/\partial N$ is a combination of eigenvalues with coefficients of unit sum, a weighted mean when none of them is negative, and nothing forces it to equal $\mu$.

At the solution the combination $A - \mu N$ has a closed form. From $1 - f = 1/(1 + e^{-x})$ and $f = e^{-x}/(1+e^{-x})$ follow $\ln(1-f) = -\ln(1+e^{-x})$ and $\ln f = -x - \ln(1+e^{-x})$. Inserting these in (4) gives

$$s = f x + f\ln(1+e^{-x}) + (1-f)\ln(1+e^{-x}) = f x + \ln(1+e^{-x}). \tag{20}$$

Then $(\varepsilon - \mu)f - k_BTs = -k_BT\ln(1+e^{-x})$ for each state, and with (12)

$$A - \mu N = -k_BT\,g\sum_iw_i\ln\left(1 + e^{-(\varepsilon_i-\mu)/k_BT}\right) - \sum_av_an_a + E_{\rm int}. \tag{21}$$

The first term is the grand potential of free fermions in the levels $\varepsilon_i$, and the rest removes the double counting of the interaction.

So far it has been shown that every minimum satisfies (10) and (15). The converse, that a self-consistent Fermi-Dirac solution is the minimum, needs one more assumption: that $E_{\rm int}$ is convex in the density, so that it lies above its tangent plane,

$$R = E_{\rm int}[n'] - E_{\rm int}[n] - \sum_av_a\,(n'_a - n_a) \ge 0 \quad\text{for all } n'. \tag{22}$$

Let $(f,u,\varepsilon,\mu)$ be a self-consistent solution with Hamiltonian $H$, and let $(f',u')$ be any trial state with density $n'$. Add and subtract $\sum_av_a(n'_a - n_a)$ in the difference of energies. The added term joins the $h_0$ terms to form matrix elements of the fixed $H$:

$$E' - E = g\sum_kw_k\left[\sum_jf'_j\langle u'_j|H|u'_j\rangle - \sum_if_i\varepsilon_i\right] + R,$$

where $i$ and $j$ now label bands at the point $k$. Expanding in eigenvectors gives $\langle u'_j|H|u'_j\rangle = \sum_i\varepsilon_iP_{ij}$ with $P_{ij} = |\langle u_i|u'_j\rangle|^2$. Both sets are complete and orthonormal, so $\sum_iP_{ij} = 1$ and $\sum_jP_{ij} = 1$. Define $\bar f_i = \sum_jP_{ij}f'_j$, the occupation that the trial state gives to the eigenvector $u_i$. It is an average of the $f'_j$, so it lies in $[0,1]$, and $\sum_i\bar f_i = \sum_jf'_j$, so it describes the same electron number $N'$. Then

$$E' - E = g\sum_kw_k\sum_i\varepsilon_i(\bar f_i - f_i) + R. \tag{23}$$

For the entropy, concavity says that $s$ lies below each of its tangents: $s(f'_j) \le s(\bar f_i) + s'(\bar f_i)(f'_j - \bar f_i)$. Multiply by $P_{ij}$ and sum over $j$; the linear term cancels by the definition of $\bar f_i$, which leaves Jensen's inequality $\sum_jP_{ij}s(f'_j) \le s(\bar f_i)$. If $\bar f_i$ is 0 or 1, all $f'_j$ with $P_{ij} > 0$ equal it and both sides are zero. Summing over $i$ with $\sum_iP_{ij} = 1$ gives $\sum_js(f'_j) \le \sum_is(\bar f_i)$, so $-TS' \ge -k_BTg\sum_kw_k\sum_is(\bar f_i)$. Combine this with (23) and $N' - N = g\sum_kw_k\sum_i(\bar f_i - f_i)$:

$$(A' - \mu N') - (A - \mu N) \ge g\sum_kw_k\sum_i\left[\varphi_i(\bar f_i) - \varphi_i(f_i)\right] + R, \qquad \varphi_i(y) = (\varepsilon_i - \mu)\,y - k_BT\,s(y). \tag{24}$$

Each $\varphi_i$ is a function of one variable with $\varphi_i'' = k_BT/[y(1-y)] > 0$, and $\varphi_i'(y) = \varepsilon_i - \mu - k_BT\ln[(1-y)/y]$ vanishes at the Fermi-Dirac value $y = f_i$. So every bracket in (24) is non-negative, and $R \ge 0$ by assumption. For a trial state with $N' = N$ this gives $A' \ge A$. Equality requires $\bar f_i = f_i$ for all $i$ and equality in Jensen's inequality, which for the strictly concave $s$ means $f'_j = f_i$ whenever $P_{ij} > 0$. The trial orbitals then differ from the $u_i$ only by mixing among equally occupied ones, and the state is the same. For convex $E_{\rm int}$ the self-consistent Fermi-Dirac state is the unique global minimum. The Jensen argument also closes a gap left in the discussion of the entropy, where only mixtures of configurations were considered. Take a general statistical operator whose one-particle density matrix is diagonal in $k$ and the same for both spins, and choose as $u_{nk}$ the orbitals that diagonalize this matrix. Then (1) gives its density and (2) its energy. If the eigenvalues of the statistical operator are $\lambda_\alpha$ and its eigenvectors $|\alpha\rangle$, the probabilities of the configurations are $p_c = \sum_\alpha|\langle c|\alpha\rangle|^2\lambda_\alpha$, and the same two steps with the concave function $-x\ln x$ give $-\sum_\alpha\lambda_\alpha\ln\lambda_\alpha \le -\sum_cp_c\ln p_c \le \sum_is(f_i)$.

The Hartree energy is convex. It is quadratic in the density, so $R$ is the electrostatic energy of the charge difference, a sum over reciprocal lattice vectors of terms proportional to $e^2|\delta n_G|^2/(\epsilon_0G^2)$, none of which is negative. Local-density exchange is not convex: its energy density is proportional to $-n^{4/3}$, with a negative second derivative. When such a term is present, (22) is not guaranteed, and the result is one-sided. The minimum still satisfies (10) and (15), but a solution of these equations may be a local minimum or a saddle point, and there may be several.

The curvature near the solution shows how the entropy and the interaction compete. For a small change $\delta f_i$ at fixed $N$ with frozen orbitals, the first-order term is $\mu\,g\sum_iw_i\delta f_i = 0$. The $h_0$ term is linear in $f$ and has no second order. The density change $\delta n_a = g\sum_iw_i\delta f_i|u_i(a)|^2$ is linear in $\delta f$. With (6),

$$\Delta A = \frac12\,k_BT\,g\sum_iw_i\frac{\delta f_i^2}{f_i(1-f_i)} + \frac12\sum_{a,b}\frac{\partial^2E_{\rm int}}{\partial n_a\partial n_b}\,\delta n_a\delta n_b + O(\delta f^3). \tag{25}$$

The entropy term is always positive, with $1/[f(1-f)] \ge 4$, and is proportional to $T$ for given $f$. The interaction term has the sign of the curvature of $E_{\rm int}$.

The chain quoted at the start has round model parameters and represents no particular material. The cell has length $a$ and two sites, $A$ and $B$, with site energies $-\Delta$ and $+\Delta$ and a hopping energy $-t$ between neighbours. Site $A$ of the cell at $R$ is joined to site $B$ of the same cell and to site $B$ of the cell at $R - a$. With Bloch sums $|k,\alpha\rangle = M^{-1/2}\sum_Re^{ikR}|R,\alpha\rangle$, the off-diagonal element is $M^{-1}\sum_{R,R'}e^{ik(R'-R)}\langle R,A|h_0|R',B\rangle$, to which $R' = R$ and $R' = R - a$ contribute:

$$h_0(k) = \begin{pmatrix}-\Delta & h_{AB}\\ h_{AB}^* & +\Delta\end{pmatrix}, \qquad h_{AB} = -t\,(1 + e^{-ika}), \qquad |h_{AB}| = 2t\,|\cos(ka/2)|. \tag{26}$$

The modulus follows from $1 + e^{-ika} = e^{-ika/2}\,2\cos(ka/2)$. The interaction is the mean-field Hubbard energy $U n_{a\uparrow}n_{a\downarrow}$ on each site. With $n_{a\uparrow} = n_{a\downarrow} = n_a/2$ it is

$$E_{\rm int} = E_U = \frac U4\,(n_A^2 + n_B^2), \qquad v_a = \frac U2\,n_a, \qquad \sum_av_an_a = 2E_U. \tag{27}$$

Hence (12) becomes $E = E_b - E_U$, and the last two terms of (21) become $-E_U$. The remainder (22) is exactly $R = (U/4)\sum_a(n'_a - n_a)^2$, because $n'^2 - n^2 - 2n(n'-n) = (n'-n)^2$. For $U > 0$ the model is convex and the global theorem applies. It applies within the unpolarized states only. With a site magnetization $m_a = n_{a\uparrow} - n_{a\downarrow}$ the interaction is $(U/4)(n_a^2 - m_a^2)$, which is concave in $m_a$, and so a magnetic state can lie lower. For the parameters below, a net spin moment of $0.02$ or $1/6$ electron per cell raises $A$ at 3000 K, but the small moment lowers $A$ at 800 K and below (the sign changes between 800 K and 1200 K), so at low temperature the unpolarized solution is a minimum only under the constraint of no spin polarization. The program tests the exact form of $R$ through (23), the Jensen inequality, the one-level inequality and the final inequality for $A - \mu N$ on 300 random trial states.

The parameters are $t = 1$ eV, $\Delta = 0.5$ eV, $U = 2$ eV, $N = 1.5$ and $T = 3000$ K. With $k_B = 8.617333\times10^{-5}$ eV/K, $k_BT = 0.258520$ eV. The grid has six points, $ka = 0, \pm\pi/3, \pm2\pi/3, \pi$, which time reversal merges into $ka = 0, \pi/3, 2\pi/3, \pi$ with weights $1/6, 1/3, 1/3, 1/6$. The program asserts that the six-point and four-point sums give the same $\mu$ and $A$. The numbers belong to this grid and are not converged values for the infinite chain (on a 30-point grid $\mu$ is higher by $0.013$ eV and $A$ by $0.0006$ eV); six decimals are kept only where they let the arithmetic be followed.

Write $H = c\,\mathbb 1 + K$ with the centre $c = (H_{AA} + H_{BB})/2$, the half-difference $d = (H_{BB} - H_{AA})/2$, and $K$ the matrix with diagonal $(-d, +d)$ and off-diagonal $h_{AB}$. Direct multiplication gives $K^2 = \rho_k^2\,\mathbb 1$ with $\rho_k = \sqrt{d^2 + |h_{AB}|^2}$, and $K$ is traceless, so its eigenvalues are $\mp\rho_k$ and $\varepsilon_{1,2} = c \mp \rho_k$. The projector on the lower eigenvector is $(\mathbb 1 - K/\rho_k)/2$, since it returns 1 on the eigenvalue $-\rho_k$ and 0 on $+\rho_k$. Its diagonal elements are $|u_1(A)|^2 = (1 + d/\rho_k)/2$ and $|u_1(B)|^2 = (1 - d/\rho_k)/2$, and for the upper state the two are exchanged. From (26) and (27), and then from (1),

the self-consistency equations of the chain follow, and they remain to be solved and compared with the direct minimization. This part has shown that every minimum has Fermi-Dirac occupations, with the multiplier $\mu$ as the chemical potential, and that for convex $E_{\rm int}$ the self-consistent state is the unique global minimum.
